# Edge-induced Hall response of a collinear four-point probe: verification in Python

```python
"""Hall response of a collinear four-point probe on a thin conducting sheet.

Result under test: on an infinite sheet no four-probe resistance has a part
odd in the magnetic field B. At distance y0 from a straight insulating edge,
equally spaced probes parallel to it (spacing s), with current 1->3 and
voltage V2-V4, have the odd part
    (RH/pi) * [3 arctan(s/(2 y0)) - arctan(3 s/(2 y0))].
R0: sheet resistance; RH: Hall sheet resistance, B/(n_s q) in SI;
J: current per width; E = R0 J + RH (z cross J); t = RH/R0.
Positions are complex numbers x + i y; the sheet fills y > 0, edge at y = 0.
A wiring is (source, drain, plus voltage probe, minus voltage probe).
"""
import numpy as np
from scipy import constants as const

WIRE_A = (0, 3, 1, 2)
WIRE_B = (0, 2, 1, 3)
WIRE_B_SWAPPED = (1, 3, 0, 2)
WIRE_C = (0, 1, 3, 2)


def complex_conductivity(r0, rh):
    """Conductivity from numerical inversion of the resistivity tensor."""
    tensor = np.linalg.inv(np.array([[r0, -rh], [rh, r0]]))
    return tensor[0, 0] + 1j * tensor[1, 0]


def image_potential(p, q, r0, rh):
    """Potential at p per unit current injected at q, sheet with edge."""
    t = rh / r0
    logs = ((1 + t**2) * np.log(abs(p - q))
            + (1 - t**2) * np.log(abs(p - np.conj(q))))
    angle = np.arctan((p - q).real / (p + q).imag)
    return -r0 * logs / (2 * np.pi) + rh * angle / np.pi


def image_resistance(z, wiring, r0, rh):
    a, b, c, d = (z[k] for k in wiring)
    return (image_potential(c, a, r0, rh) - image_potential(d, a, r0, rh)
            - image_potential(c, b, r0, rh) + image_potential(d, b, r0, rh))


def hall_factor(distance_over_spacing):
    u = 0.5 / distance_over_spacing
    return (3 * np.arctan(u) - np.arctan(3 * u)) / np.pi


def solved_resistance(z, wiring, r0, rh, shape, size, terms=100):
    """Boundary problem solved without images.

    Regular harmonic functions are added to the free source and drain
    potentials; zero normal current is imposed at many boundary points.
    """
    source, drain, plus, minus = (z[k] for k in wiring)
    sigma = complex_conductivity(r0, rh)
    phase = 2 * np.pi * (np.arange(4 * terms) + 0.5) / (4 * terms)
    ring = np.exp(1j * phase)
    if shape == "half-plane":
        border = (1j * size * (1 + ring) / (1 - ring)).real + 0j
        normal = -1j * np.ones_like(ring)
        slope = 2j * size / (border + 1j * size)**2

        def coordinate(p):
            return (p - 1j * size) / (p + 1j * size)
    else:
        border = size * ring
        normal = ring
        slope = np.ones_like(ring) / size

        def coordinate(p):
            return p / size

    order = np.arange(1, terms + 1)
    strength = 1 / (2 * np.pi * sigma.real)

    def normal_current(derivative, n, weight):
        # gradient of Re F is conj(F'), hence E = -conj(F')
        return (-sigma * np.conj(derivative) * np.conj(n)).real * weight

    weight = 1 / abs(slope)
    free = -strength * (1 / (border - source) - 1 / (border - drain))
    modes = coordinate(border)[:, None]**(order - 1) * slope[:, None]
    columns = np.hstack([
        normal_current(modes, normal[:, None], weight[:, None]),
        normal_current(1j * modes, normal[:, None], weight[:, None])])
    target = -normal_current(free, normal, weight)
    coef = np.linalg.lstsq(columns, target, rcond=None)[0]
    coef = coef[:terms] + 1j * coef[terms:]

    def potential(p):
        direct = -strength * np.log(abs(p - source) / abs(p - drain))
        return direct + np.sum(coef * coordinate(p)**order / order).real

    return potential(plus) - potential(minus)


def solved_odd(z, wiring, r0, rh, shape, size, terms=100):
    up = solved_resistance(z, wiring, r0, rh, shape, size, terms)
    down = solved_resistance(z, wiring, r0, -rh, shape, size, terms)
    return (up - down) / 2


# ---- Half-plane: numerical boundary solution against the image result ----
r0_test, rh_test = 1.0, 0.6
t_test = rh_test / r0_test
line = np.array([-1.5, -0.5, 0.5, 1.5])
for height in (0.5, 1.0, 2.0):
    probes = line + 1j * height
    scale = max(1.5, height)
    for wiring in (WIRE_A, WIRE_B, WIRE_B_SWAPPED, WIRE_C):
        numeric = solved_resistance(probes, wiring, r0_test, rh_test,
                                    "half-plane", scale)
        formula = image_resistance(probes, wiring, r0_test, rh_test)
        assert abs(numeric - formula) < 1e-6
    odd_b = solved_odd(probes, WIRE_B, r0_test, rh_test, "half-plane", scale)
    assert abs(odd_b - rh_test * hall_factor(height)) < 1e-6
    odd_a = solved_odd(probes, WIRE_A, r0_test, rh_test, "half-plane", scale)
    assert abs(odd_a) < 1e-6
    both = [solved_resistance(probes, w, r0_test, rh_test, "half-plane", scale)
            for w in (WIRE_B, WIRE_B_SWAPPED)]
    image_log = 0.5 * np.log((9 + 4 * height**2) / (1 + 4 * height**2))
    common = r0_test / (2 * np.pi) * ((1 + t_test**2) * np.log(3)
                                      + (1 - t_test**2) * image_log)
    assert abs(np.mean(both) - common) < 1e-6
    if height == 0.5:
        shown_numeric, shown_formula = odd_b, rh_test * hall_factor(height)

# Perpendicular line: no odd part in any of the wirings
upright = 1j * (0.5 + np.arange(4))
for wiring in (WIRE_A, WIRE_B, WIRE_C):
    assert abs(solved_odd(upright, wiring, r0_test, rh_test,
                          "half-plane", 1.5)) < 1e-6

# Tilted, unequally spaced line: image result and exchange of probe pairs
tilted = 2.0j + np.array([-1.6, -0.5, 0.6, 1.4]) * np.exp(0.5j)
forward = solved_resistance(tilted, WIRE_B, r0_test, rh_test,
                            "half-plane", 2.0)
swapped_reversed = solved_resistance(tilted, WIRE_B_SWAPPED, r0_test,
                                     -rh_test, "half-plane", 2.0)
assert abs(forward - swapped_reversed) < 1e-6
assert abs(forward - image_resistance(tilted, WIRE_B, r0_test, rh_test)) < 1e-6


def odd_usual_wiring(a, b, c, height, rh):
    g = [np.arctan(x / (2 * height)) for x in (a, a + b, b + c, c)]
    return rh / np.pi * (g[0] - g[1] + g[2] - g[3])


uneven = np.array([-1.8, -0.5, 0.5, 1.3]) + 1j
uneven_odd = solved_odd(uneven, WIRE_A, r0_test, rh_test, "half-plane", 1.5)
assert abs(uneven_odd - odd_usual_wiring(1.3, 1.0, 0.8, 1.0, rh_test)) < 1e-6
assert abs(uneven_odd) > 1e-3

# Limits: leading laws, with tolerances for their next-order terms
far_odd = solved_odd(line + 10j, WIRE_B, r0_test, rh_test, "half-plane", 10.0)
far_law = rh_test / np.pi / 10**3
assert abs(far_odd / far_law - 1) < 0.02
near_odd = solved_odd(line + 0.05j, WIRE_B, r0_test, rh_test,
                      "half-plane", 1.0, terms=400)
near_law = rh_test * (1 - 16 * 0.05 / (3 * np.pi))
assert abs(near_odd / near_law - 1) < 0.01

# ---- Infinite sheet as the limit of growing discs, array off centre ----
disc_odd = {}
for radius in (20.0, 40.0):
    disc_odd[radius] = solved_odd(line + 0.4j * radius, WIRE_B, r0_test,
                                  rh_test, "disc", radius, terms=60)
disc_ratio = disc_odd[20.0] / disc_odd[40.0]
assert abs(disc_ratio - 8) < 0.4
disc_total = solved_resistance(line + 16j, WIRE_B, r0_test, rh_test,
                               "disc", 40.0, terms=60)
infinite_total = r0_test * (1 + t_test**2) * np.log(3) / (2 * np.pi)
assert abs(disc_total - infinite_total) < 2e-3

# ---- Injected current, circulation and edge current by differences ----
sigma_test = complex_conductivity(r0_test, rh_test)


def current_density(p, q, step=1e-5):
    def phi(x):
        return image_potential(x, q, r0_test, rh_test)
    gx = (phi(p + step) - phi(p - step)) / (2 * step)
    gy = (phi(p + 1j * step) - phi(p - 1j * step)) / (2 * step)
    return -sigma_test * (gx + 1j * gy)


origin = 0.8j
directions = np.exp(2j * np.pi * np.arange(200) / 200)
around = current_density(origin + 0.3 * directions, origin)
ring_integral = 2 * np.pi * 0.3 * np.mean(around * np.conj(directions))
assert abs(ring_integral.real - 1) < 1e-6
assert abs(ring_integral.imag + t_test) < 1e-6
edge_points = np.linspace(-4, 4, 41) + 0j
assert np.max(abs(current_density(edge_points, origin).imag)) < 1e-7

# ---- Worked example: fcc-Al film (rough typical material values) ----
lattice = 4.05e-10
resistivity = 4.0e-8
thickness = 20e-9
field = 1.0
spacing = 10e-6
edge_distance = 5e-6
current = 1e-4
contact_radius = 100e-9
temperature = 300.0
density = 4 * 3 / lattice**3
sheet_density = density * thickness
charge = -const.e
tau = const.m_e / (density * const.e**2 * resistivity)

# Steady force balance: m v/tau = q (E + v x B), solved for unit fields
balance = np.array([[const.m_e / tau, -charge * field],
                    [charge * field, const.m_e / tau]])
drude_sigma = sheet_density * charge * np.linalg.solve(
    balance, charge * np.eye(2))
drude_rho = np.linalg.inv(drude_sigma)
R0 = resistivity / thickness
RH = field / (sheet_density * charge)
assert abs(drude_rho[0, 0] / R0 - 1) < 1e-9
assert abs(drude_rho[1, 0] / RH - 1) < 1e-9
hall_ratio = RH / R0
assert abs(hall_ratio) < 0.01

# Gaussian value from B/(n_s q c), checked against conversion from ohm
c_cgs = const.c * 100
RH_gauss = (field * 1e4) / (sheet_density * 1e-4
                            * charge * const.c * 10 * c_cgs)
ohm_to_gauss = 1e9 / c_cgs**2
assert abs(RH_gauss / (RH * ohm_to_gauss) - 1) < 1e-6

array = spacing * line + 1j * edge_distance
RA = image_resistance(array, WIRE_A, R0, RH)
RB = image_resistance(array, WIRE_B, R0, RH)
RBs = image_resistance(array, WIRE_B_SWAPPED, R0, RH)
difference = RB - RBs
factor = hall_factor(edge_distance / spacing)
numeric_difference = (
    solved_resistance(array / spacing, WIRE_B, R0, RH, "half-plane", 1.5)
    - solved_resistance(array / spacing, WIRE_B_SWAPPED, R0, RH,
                        "half-plane", 1.5))
assert abs(numeric_difference - difference) < 1e-3 * abs(difference)
recovered_density = field / (charge * difference / (2 * factor)) / thickness
RB_infinite = R0 * (1 + hall_ratio**2) * np.log(3) / (2 * np.pi)

# Sizes of neglected effects
edge_error = 0.1e-6
edge_effect = abs(hall_factor((edge_distance + edge_error) / spacing)
                  / factor - 1)
drift = 1e-9
drift_effect = 0.0
for k in range(4):
    moved = array.copy()
    moved[k] += drift
    drift_effect = max(drift_effect, abs(
        image_resistance(moved, WIRE_B, R0, RH) - RB))
fermi_speed = const.hbar * (3 * np.pi**2 * density)**(1 / 3) / const.m_e
free_path = fermi_speed * tau
contact_density = current / (2 * np.pi * contact_radius * thickness)
spreading = R0 / (2 * np.pi) * np.log(spacing / contact_radius)
oxide_conductivity = 1.4
temperature_coefficient = 0.004
heating = current**2 * spreading / (4 * oxide_conductivity * contact_radius)
heating_effect = RB * temperature_coefficient * heating
contact_resistance = 10.0
noise = np.sqrt(4 * const.k * temperature
                * (2 * spreading + contact_resistance))
gap_error = 0.5e-6
usual_odd = odd_usual_wiring(spacing + gap_error, spacing, spacing,
                             edge_distance, RH)

print("TEST MODEL: R0 = %.1f, RH = %.1f (same arbitrary unit)"
      % (r0_test, rh_test))
print("odd R_B at y0/s=0.5, solved numerically: %.6f" % shown_numeric)
print("odd R_B at y0/s=0.5, image formula: %.6f" % shown_formula)
print("odd R_B in disc of radius 20 s: %.3e" % disc_odd[20.0])
print("odd R_B in disc of radius 40 s: %.3e" % disc_odd[40.0])
print("ratio of the two disc values: %.2f" % disc_ratio)
print("total R_B, disc 40 s: %.4f; infinite-sheet formula: %.4f"
      % (disc_total, infinite_total))
print("current circulation / injected current: %.4f" % ring_integral.imag)
print("odd R_B / RH against y0/s (dimensionless):")
for ratio in (0.05, 0.1, 0.25, 0.5, 1.0, 2.0, 5.0):
    print("  y0/s = %.2f: %.5f" % (ratio, hall_factor(ratio)))
print("EXAMPLE: fcc-Al film, rough material values")
print("lattice constant: %.2f angstrom" % (lattice * 1e10))
print("resistivity: %.1f uOhm cm" % (resistivity * 1e8))
print("thickness: %.0f nm; field: %.1f T" % (thickness * 1e9, field))
print("spacing: %.0f um; edge distance: %.0f um"
      % (spacing * 1e6, edge_distance * 1e6))
print("current: %.2f mA; temperature: %.0f K" % (current * 1e3, temperature))
print("electron density: %.3e cm^-3" % (density * 1e-6))
print("sheet density: %.3e cm^-2" % (sheet_density * 1e-4))
print("mobility: %.2f cm2/Vs" % (const.e * tau / const.m_e * 1e4))
print("R0: %.4f Ohm" % R0)
print("RH: %.4f mOhm = %.3e s/cm (Gaussian)" % (RH * 1e3, RH_gauss))
print("t = RH/R0: %.3e; t squared: %.2e" % (hall_ratio, hall_ratio**2))
print("R_A (current 1-4, voltage 2-3): %.6f Ohm" % RA)
print("R_B (current 1-3, voltage 2-4): %.6f Ohm" % RB)
print("R_B' (current 2-4, voltage 1-3): %.6f Ohm" % RBs)
print("R_B on infinite sheet: %.6f Ohm" % RB_infinite)
print("geometric factor odd R_B/RH: %.5f" % factor)
print("R_B - R_B': %.4f mOhm" % (difference * 1e3))
print("difference voltage: %.4f uV" % (difference * current * 1e6))
print("density recovered from R_B - R_B': %.3e cm^-3"
      % (abs(recovered_density) * 1e-6))
print("NEGLECTED EFFECTS")
print("edge position error %.1f um changes factor by: %.2f %%"
      % (edge_error * 1e6, edge_effect * 100))
print("one probe drifting %.0f nm along line: up to %.4f mOhm"
      % (drift * 1e9, drift_effect * 1e3))
print("same drift / Hall difference: %.2f %%"
      % (100 * drift_effect / abs(difference)))
print("odd R_A if first gap is %.1f um too long: %.5f mOhm"
      % (gap_error * 1e6, usual_odd * 1e3))
print("contact radius: %.0f nm; (radius/spacing)^2: %.1e"
      % (contact_radius * 1e9, (contact_radius / spacing)**2))
print("mean free path: %.1f nm" % (free_path * 1e9))
print("current density at contact rim: %.2f MA/cm2"
      % (contact_density * 1e-10))
print("oxide conductivity (rough): %.1f W/(m K)" % oxide_conductivity)
print("film heating at contact, rough upper size: %.3f K" % heating)
print("resistance coefficient (rough): %.3f per K" % temperature_coefficient)
print("R_B change if whole film warmed so: %.4f mOhm" % (heating_effect * 1e3))
print("assumed total contact resistance: %.0f Ohm" % contact_resistance)
print("thermal noise in 1 Hz: %.3f nV" % (noise * 1e9))
print("tests ok")
```

Running it gives:

```
TEST MODEL: R0 = 1.0, RH = 0.6 (same arbitrary unit)
odd R_B at y0/s=0.5, solved numerically: 0.211450
odd R_B at y0/s=0.5, image formula: 0.211450
odd R_B in disc of radius 20 s: -1.278e-04
odd R_B in disc of radius 40 s: -1.608e-05
ratio of the two disc values: 7.95
total R_B, disc 40 s: 0.2381; infinite-sheet formula: 0.2378
current circulation / injected current: -0.6000
odd R_B / RH against y0/s (dimensionless):
  y0/s = 0.05: 0.91543
  y0/s = 0.10: 0.83269
  y0/s = 0.25: 0.60982
  y0/s = 0.50: 0.35242
  y0/s = 1.00: 0.12992
  y0/s = 2.00: 0.02910
  y0/s = 5.00: 0.00240
EXAMPLE: fcc-Al film, rough material values
lattice constant: 4.05 angstrom
resistivity: 4.0 uOhm cm
thickness: 20 nm; field: 1.0 T
spacing: 10 um; edge distance: 5 um
current: 0.10 mA; temperature: 300 K
electron density: 1.806e+23 cm^-3
sheet density: 3.613e+17 cm^-2
mobility: 8.64 cm2/Vs
R0: 2.0000 Ohm
RH: -1.7276 mOhm = -1.922e-15 s/cm (Gaussian)
t = RH/R0: -8.638e-04; t squared: 7.46e-07
R_A (current 1-4, voltage 2-3): 0.732936 Ohm
R_B (current 1-3, voltage 2-4): 0.605240 Ohm
R_B' (current 2-4, voltage 1-3): 0.606458 Ohm
R_B on infinite sheet: 0.349699 Ohm
geometric factor odd R_B/RH: 0.35242
R_B - R_B': -1.2177 mOhm
difference voltage: -0.1218 uV
density recovered from R_B - R_B': 1.806e+23 cm^-3
NEGLECTED EFFECTS
edge position error 0.1 um changes factor by: 2.14 %
one probe drifting 1 nm along line: up to 0.0955 mOhm
same drift / Hall difference: 7.84 %
odd R_A if first gap is 0.5 um too long: -0.00802 mOhm
contact radius: 100 nm; (radius/spacing)^2: 1.0e-04
mean free path: 9.9 nm
current density at contact rim: 0.80 MA/cm2
oxide conductivity (rough): 1.4 W/(m K)
film heating at contact, rough upper size: 0.026 K
resistance coefficient (rough): 0.004 per K
R_B change if whole film warmed so: 0.0634 mOhm
assumed total contact resistance: 10 Ohm
thermal noise in 1 Hz: 0.463 nV
tests ok
```
